# Entropy production in phonon heat conduction from the linearised Boltzmann equation: a program that tests the result

```python
# Result under test: entropy production by phonon collisions equals
#   sigma = kappa * g^2 / T^2     (leading order in the gradient g = dT/dx)
# n = n0 + F*phi, F = n0*(n0+1); phi solves  v*g*dn0/dT = -P phi.
# P: linearised collision matrix; kappa: conductivity from the heat flux.
# Model: cubic grid, three branches, frequencies rounded to a ladder so that
# i + j <-> k processes conserve energy exactly; plus elastic defect scattering.
import numpy as np
from scipy import constants as sc
from scipy.sparse import csr_matrix, diags

kB, h, hbar, e = sc.k, sc.h, sc.hbar, sc.e
N = 7                       # wavevectors per direction
cell = 0.23e-9              # edge of the volume per vibrating unit, m
f_step = 0.5e12             # ladder spacing, Hz
top = np.array([14, 14, 28])  # branch tops in ladder steps (T, T, L)
T0 = 300.0                  # K
kappa_target = 10.0         # W/(m K), fixes the overall scattering strength
defect_ratio = 0.05         # defect strength relative to three-phonon strength
g0 = 1.0e8                  # K/m

half = N // 2
axis = np.arange(-half, half + 1)
waves = np.array([(x, y, z) for x in axis for y in axis for z in axis
                  if (x, y, z) != (0, 0, 0)])
m = np.repeat(waves, 3, axis=0)
branch = np.tile(np.arange(3), len(waves))
M = len(m)
volume = N**3 * cell**3
q = 2 * np.pi * m / (N * cell)


def shape(wavevector):
    return np.sqrt(np.sum(np.sin(wavevector * cell / 2)**2, axis=1) / 3)


s = shape(q)
level = np.floor(top[branch] * s + 0.5 + 1e-9).astype(int)
assert level.min() > 0
energy = h * f_step * level
omega_top = 2 * np.pi * f_step * top[branch]
v = omega_top[:, None] * cell * np.sin(q * cell) / (12 * s[:, None])

# group velocity against finite differences of the smooth dispersion
dq = 1e-5 / cell
for d in range(3):
    shift = np.zeros(3)
    shift[d] = dq
    slope = omega_top * (shape(q + shift) - shape(q - shift)) / (2 * dq)
    assert np.max(np.abs(slope - v[:, d])) < 1e-6 * np.max(np.abs(v))

# list of three-phonon processes, each unordered pair (i, j) once
table = -np.ones((N, N, N, 3), dtype=int)
table[m[:, 0] + half, m[:, 1] + half, m[:, 2] + half, branch] = np.arange(M)
pi, pj = np.triu_indices(M)
raw = m[pi] + m[pj]
slot = (raw + half) % N
crosses = np.any(slot - half != raw, axis=1)
found = []
for b in range(3):
    k = table[slot[:, 0], slot[:, 1], slot[:, 2], b]
    ok = (k >= 0) & (level[pi] + level[pj] == level[k])
    found.append((pi[ok], pj[ok], k[ok], crosses[ok]))
I, J, K, umklapp = [np.concatenate(c) for c in zip(*found)]
n3 = len(I)

# elastic defect processes between modes of equal frequency
same = (level[pi] == level[pj]) & (pi != pj)
DI, DJ = pi[same], pj[same]
nd = len(DI)
shell = np.bincount(level)

r3, rd = np.arange(n3), np.arange(nd)
B3 = csr_matrix((np.concatenate([np.ones(2 * n3), -np.ones(n3)]),
                 (np.concatenate([r3, r3, r3]), np.concatenate([I, J, K]))),
                shape=(n3, M))
BD = csr_matrix((np.concatenate([np.ones(nd), -np.ones(nd)]),
                 (np.concatenate([rd, rd]), np.concatenate([DI, DJ]))),
                shape=(nd, M))
W3_unit = level[I] * level[J] * level[K] / top.max()**3 / N**3
WD_unit = defect_ratio * (level[DI] / top.max())**4 / shell[level[DI]]


def bose(T):
    n0 = 1 / np.expm1(energy / (kB * T))
    return n0, n0 * (n0 + 1)


def collision(n, strength):
    """Full nonlinear rate of change of the occupations."""
    net3 = n[I] * n[J] * (1 + n[K]) - (1 + n[I]) * (1 + n[J]) * n[K]
    netd = n[DI] - n[DJ]
    return -strength * (B3.T @ (W3_unit * net3) + BD.T @ (WD_unit * netd))


def linear_weights(T, strength):
    n0, F = bose(T)
    return (strength * W3_unit * n0[I] * n0[J] * (1 + n0[K]),
            strength * WD_unit * F[DI])


def solve(T, strength):
    """P, rates, phi per unit gradient (3 directions), kappa tensor."""
    n0, F = bose(T)
    w3, wd = linear_weights(T, strength)
    P = (B3.T @ diags(w3) @ B3 + BD.T @ diags(wd) @ BD).toarray()
    root = np.sqrt(F)
    rates, U = np.linalg.eigh(P / np.outer(root, root))
    drive = v * (energy * F)[:, None] / (kB * T**2)
    c = U.T @ (drive / root[:, None])
    # exactly one null mode (energy), and the drive has no part along it
    assert abs(rates[0]) < 1e-11 * rates[-1]
    assert rates[1] > 1e-6 * rates[-1]
    assert np.max(np.abs(c[0])) < 1e-9 * np.max(np.abs(c))
    phi = -(U[:, 1:] @ (c[1:] / rates[1:, None])) / root[:, None]
    kappa = -(v * (energy * F)[:, None]).T @ phi / volume
    return P, rates, phi, kappa


strength = solve(T0, 1.0)[3][0, 0] / kappa_target
P, rates, phi3, tensor = solve(T0, strength)
n0, F = bose(T0)
x = energy / (kB * T0)
kappa = tensor[0, 0]
phi = phi3[:, 0]
assert np.allclose(tensor, kappa * np.eye(3), atol=1e-7 * kappa)

# energy is the null vector of P
assert np.max(np.abs(P @ x)) < 1e-10 * np.max(np.abs(P) @ x)

# linearised matrix against finite differences of the nonlinear collision term
rng = np.random.default_rng(1)
trial = rng.normal(size=M)
eps = 1e-4
numeric = (collision(n0 + eps * F * trial, strength)
           - collision(n0 - eps * F * trial, strength)) / (2 * eps)
assert np.max(np.abs(numeric + P @ trial)) < 1e-6 * np.max(np.abs(numeric))


def mode_entropy(n):
    return (1 + n) * np.log1p(n) - n * np.log(n)


def entropy_rate(g):
    """Entropy production from the change of the Bose entropy itself."""
    n = n0 + F * phi * g
    assert n.min() > 0
    C = collision(n, strength)
    dt = 1e-3 / np.max(np.abs(C / n))
    change = mode_entropy(n + dt * C) - mode_entropy(n - dt * C)
    return kB * np.sum(change) / (2 * dt) / volume


# main test: the excess over kappa g^2/T^2 must vanish as g^2
gradients = np.array([0.1e9, 0.25e9, 0.5e9, 1.0e9])
excess = np.array([entropy_rate(g) / (kappa * g**2 / T0**2) - 1
                   for g in gradients])
assert abs(excess[0]) < 1e-2
assert 3.7 < excess[2] / excess[1] < 4.3

# energy conservation at finite deviation; phonon number is not conserved
g_test = 0.25e9
C = collision(n0 + F * phi * g_test, strength)
assert abs(np.sum(x * C)) < 1e-10 * np.sum(np.abs(x * C))
number_term = np.sum(C) / (g_test**2 * phi @ P @ phi)
assert abs(number_term) > 1e-3

# entropy flux from its definition against heat flux over temperature
g_small = 1e7
flux_s = kB / volume * np.sum(v[:, 0] * mode_entropy(n0 + F * phi * g_small))
assert abs(flux_s / (-kappa * g_small / T0) - 1) < 1e-4

# dissipation as explicit sums of squares, process by process
w3, wd = linear_weights(T0, strength)
sq3 = w3 * (phi[I] + phi[J] - phi[K])**2
sqd = wd * (phi[DI] - phi[DJ])**2
parts = kB * g0**2 / volume * np.array(
    [sq3[~umklapp].sum(), sq3[umklapp].sum(), sqd.sum()])
sigma = kappa * g0**2 / T0**2
assert abs(parts.sum() / sigma - 1) < 1e-8

# trial function of single-mode relaxation: identity fails, bound holds
drive = v[:, 0] * energy * F / (kB * T0**2)
phi_sm = -drive / np.diag(P)
k_flux = -np.sum(v[:, 0] * energy * F * phi_sm) / volume
k_diss = kB * T0**2 * phi_sm @ P @ phi_sm / volume
k_bound = k_flux**2 / k_diss
assert abs(k_diss / k_flux - 1) > 1e-3
assert k_bound <= kappa * (1 + 1e-10)

# other temperature, same scattering strength
T1 = 400.0
P1, _, phi1, tensor1 = solve(T1, strength)
kappa1 = tensor1[0, 0]
diss1 = kB * T1**2 * phi1[:, 0] @ P1 @ phi1[:, 0] / volume
assert abs(diss1 / kappa1 - 1) < 1e-8

# free paths and sizes of neglected effects
path = np.abs(phi) * T0 / x
share = -v[:, 0] * energy * F * phi / volume / kappa
mean_path = np.sum(share * path)
inner = np.sum(m**2, axis=1) == 1
inner_share = share[inner].sum()
r_cell = (3 / (4 * np.pi))**(1 / 3)
# central grid cell, assuming lifetimes that grow as 1/frequency^2
missing = inner_share / 6 * 3 / r_cell**2
n_el, mobility, mass = 1e26, 50e-4, 0.25 * sc.m_e
sigma_el = n_el * e * mobility
kappa_el = np.pi**2 / 3 * (kB / e)**2 * sigma_el * T0
fermi = hbar**2 * (3 * np.pi**2 * n_el)**(2 / 3) / (2 * mass)
heat_capacity = kB * np.sum(x**2 * F) / volume


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("cell edge", cell * 1e9, "nm")
show("ladder spacing", f_step / 1e12, "THz")
show("top frequency, transverse", top[0] * f_step / 1e12, "THz")
show("top frequency, longitudinal", top[2] * f_step / 1e12, "THz")
scale = 2 * np.pi * f_step * cell / (2 * np.sqrt(3)) / 1e3
show("sound speed, transverse", top[0] * scale, "km/s")
show("sound speed, longitudinal", top[2] * scale, "km/s")
show("modes", M, "", "d")
show("normal processes", int(np.sum(~umklapp)), "", "d")
show("umklapp processes", int(np.sum(umklapp)), "", "d")
show("defect pairs", nd, "", "d")
show("defect strength ratio", defect_ratio)
show("overall scattering strength", strength, "1/s")
show("temperature", T0, "K")
show("heat capacity", heat_capacity / 1e6, "MJ/(m3 K)")
show("kappa (set)", kappa, "W/(m K)", ".5f")
show("slowest nonzero collision rate", rates[1] / 1e12, "1/ps")
show("fastest collision rate", rates[-1] / 1e12, "1/ps")
show("gradient", g0 / 1e9, "K/nm")
show("heat flux magnitude", kappa * g0, "W/m2")
show("sigma = kappa g^2/T^2", sigma, "W/(m3 K)", ".5e")
show("same sigma", sigma / 1e6, "W/(cm3 K)", ".5e")
show("sigma from Bose entropy", entropy_rate(g0), "W/(m3 K)", ".5e")
show("sigma from sums of squares", parts.sum(), "W/(m3 K)", ".5e")
for name, part in zip(("normal", "umklapp", "defect"), parts):
    show(f"share of sigma, {name}", 100 * part / sigma, "%")
show("largest |phi| at this gradient", np.max(np.abs(phi)) * g0)
for g, dev in zip(gradients, excess):
    show(f"relative excess at {g / 1e9:g} K/nm", dev, "", ".3e")
show("excess ratio, 0.5 to 0.25 K/nm", excess[2] / excess[1])
show("number rate / (phi P phi)", number_term)
show("single-mode kappa from flux", k_flux, "W/(m K)")
show("single-mode kappa from dissipation", k_diss, "W/(m K)")
show("variational lower bound", k_bound, "W/(m K)", ".5f")
show(f"kappa at {T1:g} K", kappa1, "W/(m K)")
show("mean projected free path", mean_path * 1e9, "nm")
show("longest projected free path", path.max() * 1e9, "nm")
show("temperature drop over mean path", mean_path * g0, "K")
show("heat share of six smallest wavevectors", 100 * inner_share, "%")
show("missing long waves, relative to kappa", 100 * missing, "%")
show("electron density (rough)", n_el / 1e6, "1/cm3")
show("electron mobility (rough)", mobility * 1e4, "cm2/Vs")
show("electron mass (rough)", mass / sc.m_e, "m_e")
show("Fermi energy / kT", fermi / (kB * T0))
show("electronic kappa", kappa_el, "W/(m K)")
print("PASS")
```

Output:

```
cell edge: 0.23 nm
ladder spacing: 0.5 THz
top frequency, transverse: 7 THz
top frequency, longitudinal: 14 THz
sound speed, transverse: 2.92 km/s
sound speed, longitudinal: 5.84 km/s
modes: 1026
normal processes: 10416
umklapp processes: 13392
defect pairs: 37941
defect strength ratio: 0.05
overall scattering strength: 6.615e+13 1/s
temperature: 300 K
heat capacity: 3.073 MJ/(m3 K)
kappa (set): 10.00000 W/(m K)
slowest nonzero collision rate: 0.04377 1/ps
fastest collision rate: 8.158 1/ps
gradient: 0.1 K/nm
heat flux magnitude: 1e+09 W/m2
sigma = kappa g^2/T^2: 1.11111e+12 W/(m3 K)
same sigma: 1.11111e+06 W/(cm3 K)
sigma from Bose entropy: 1.11125e+12 W/(m3 K)
sigma from sums of squares: 1.11111e+12 W/(m3 K)
share of sigma, normal: 62.27 %
share of sigma, umklapp: 30.58 %
share of sigma, defect: 7.147 %
largest |phi| at this gradient: 0.006415
relative excess at 0.1 K/nm: 1.211e-04
relative excess at 0.25 K/nm: 7.576e-04
relative excess at 0.5 K/nm: 3.051e-03
relative excess at 1 K/nm: 1.255e-02
excess ratio, 0.5 to 0.25 K/nm: 4.027
number rate / (phi P phi): 0.3185
single-mode kappa from flux: 8.612 W/(m K)
single-mode kappa from dissipation: 7.86 W/(m K)
variational lower bound: 9.43540 W/(m K)
kappa at 400 K: 7.459 W/(m K)
mean projected free path: 20.37 nm
longest projected free path: 60.15 nm
temperature drop over mean path: 2.037 K
heat share of six smallest wavevectors: 31.85 %
missing long waves, relative to kappa: 41.38 %
electron density (rough): 1e+20 1/cm3
electron mobility (rough): 50 cm2/Vs
electron mass (rough): 0.25 m_e
Fermi energy / kT: 12.16
electronic kappa: 0.5871 W/(m K)
PASS
```
